Spin-flip response: Fock coupling and the noncollinear spin-density kernel

Q. You say that spin-flip excitations of a collinear hybrid functional are coupled by Fock exchange alone. For which theory is that meant?

A. For adiabatic linear response of an unrestricted determinant with real orbitals, each purely α or purely β. The energy is

E = T + V + J + c E_F + E_sl.

J is the Hartree energy, E_F the Fock exchange energy, c its fraction, and E_sl the semilocal exchange-correlation energy, including any factor such as 1 − c. "Collinear" means that E_sl sees only the spin-diagonal densities ρ_α and ρ_β. I use Hartree atomic units and give the main energies in eV.

The α orbitals are φ, with i, k occupied and b virtual. The β orbitals are ψ, with j occupied and a, d virtual. Their energies are ε.

Q. What does a spin flip do to the density matrix? If it changes ρ_α or ρ_β, the semilocal part must respond.

A. Mix occupied orbitals with virtual orbitals of the other spin:

φ_i α → φ_i α + Σ_a x_ia ψ_a β + …
ψ_j β → ψ_j β + Σ_b y_jb φ_b α + …

To first order, only the off-diagonal spin blocks of the density matrix γ change:

γ_αβ(1,2) = Σ_ia x_ia φ_i(1)ψ_a(2) + Σ_jb y_jb φ_b(1)ψ_j(2).

Collect x and y in one vector z, and write each term as z_p L_p(1)R_p(2), where L is an α orbital and R a β orbital. The block γ_βα is the transpose. Thus ρ_α and ρ_β do not change at first order.

Q. They do change at second order, and so does the energy. Where does that go?

A. Into the orbital gaps. Let κ_vo be the mixing of occupied orbital o with virtual orbital v. The next term keeps the orbitals orthonormal to second order:

χ_o → χ_o + Σ_v κ_vo χ_v − ½ Σ_o' (κᵀκ)_o'o χ_o'.

The second-order density matrix γ₂ is therefore κκᵀ in the virtual block and −κᵀκ in the occupied block. Let F = δE/δγ be the Kohn-Sham matrix of the reference, including the Fock term. It is diagonal in the canonical orbitals, so

Tr(Fγ₂) = Σ_vo κ_vo² (ε_v − ε_o).

The first-order term Tr(Fγ₁) vanishes because F is spin-diagonal and γ₁ is not. What remains is the part of the energy quadratic in γ₁:

E = E₀ + Σ_p z_p² Δ_p + Σ_pq z_p W_pq z_q + …

with Δ = ε_a − ε_i for x and Δ = ε_b − ε_j for y. W is the kernel in question.

Q. Then compute W term by term.

A. The Hartree energy depends on n = ρ_α + ρ_β, the trace over spin. An off-diagonal block has no trace, so Hartree gives zero. Collinear E_sl does not depend on ρ_αβ at all, so it also gives zero.

The Fock energy uses the whole spin matrix:

E_F = −½ Σ_σσ' ∫∫ γ_σσ'(1,2) γ_σ'σ(2,1)/r₁₂.

The αβ and βα terms are equal, which cancels the ½. With γ_βα(2,1) = γ_αβ(1,2) they give

c E_F → −c ∫∫ γ_αβ(1,2)²/r₁₂ = −c Σ_pq z_p z_q (L_pL_q|R_pR_q).

Here (fg|hk) = ∫∫ f(1)g(1)h(2)k(2)/r₁₂. Between two α→β pairs this reads

W_ia,kd = −c (ik|ad).

The diagonal element −c(ii|aa) is negative, because (ii|aa) is the repulsion of two positive densities. It is the attraction between the electron and the hole. So the Fock fraction both couples the pairs and shifts each one away from its orbital gap.

Q. That is an energy surface. Why should it give excitation frequencies?

A. Insert an oscillation e^(−iωt) into i ∂γ/∂t = [F, γ] and linearise. With P_α and P_β the occupied projectors, the βα block obeys

ω γ_βα = F_β γ_βα − γ_βα F_α + δF_βα P_α − P_β δF_βα.

Its matrix elements between ψ_a and φ_i, and between ψ_j and φ_b, are

ω x_ia = (ε_a − ε_i) x_ia + ⟨ψ_a|δF|φ_i⟩
ω y_jb = (ε_j − ε_b) y_jb − ⟨ψ_j|δF|φ_b⟩.

The Fock part of δF_βα(1,2) is −c γ_βα(1,2)/r₁₂, so each matrix element of δF is Σ_q W_pq z_q with the same W. Changing the sign of the second line gives

M z = ω η z,  M = Δ + W,

where η is +1 on x and −1 on y. Roots with zᵀηz > 0 are α→β excitations; those with the opposite sign are β→α excitations at minus their energy. The other block, γ_αβ, does not enter δF_βα, which expresses conservation of S_z.

At c = 0 the collinear W vanishes and the excitation energies are bare orbital gaps. This holds for gradient functionals too, provided they use only ρ_α, ρ_β and their derivatives.

Q. A semilocal functional surely should notice when a spin is tilted. Is the missing response physics, or an artefact?

A. It comes from fixing the spin axis in the functional. Without spin-orbit coupling or a magnetic field, the energy should not depend on that axis. One cure is to let E_sl depend on n and on the length of the magnetization, s = |m|. The local density matrix

( ρ_α  ρ_αβ )
( ρ_βα  ρ_β )

has eigenvalues (n ± s)/2. These replace ρ_α and ρ_β in the functional. The components are m_z = ρ_α − ρ_β, and

m_⊥² = m_x² + m_y² = 4|ρ_αβ|².

Q. Now you need a second functional derivative of E_sl, I suppose.

A. A first derivative suffices, because s is itself quadratic in the tilt:

s = √(m_z² + m_⊥²) = |m_z| + m_⊥²/(2|m_z|) + …

The second-order change of E_sl due to the off-diagonal density is therefore

δE_sl = ∫ (δE_sl/δs) m_⊥²/(2|m_z|).

The second-order changes of ρ_α and ρ_β are already in Tr(Fγ₂) and must not be counted again.

At fixed n, raising s by δs raises the larger eigenvalue by δs/2 and lowers the smaller by δs/2. Where m_z > 0, the larger one is ρ_α, and δE_sl/δs = (v_α − v_β)/2 with v_σ = δE_sl/δρ_σ. Where m_z < 0 this changes sign, but so does m_z relative to |m_z|. Both cases give

δE_sl = ∫ [(v_α − v_β)/2] · 4|ρ_αβ|²/(2m_z) = ∫ f |ρ_αβ|²,

f = (v_α − v_β)/(ρ_α − ρ_β).

This is the Wang-Ziegler kernel. The Fock potential is not part of v_σ; its response is already in W. The full kernel is

W_pq = −c (L_pL_q|R_pR_q) + ∫ f L_pR_p L_qR_q.

In the equation of motion, the term f|ρ_αβ|² = f ρ_αβ ρ_βα adds f ρ_βα to δF_βα, so the same W appears there.

Q. I have seen a factor ½ in such kernels. Who is right?

A. It depends on the variable. Here f multiplies ρ_αβ. For a tilt along x, ρ_αβ = m_x/2, so

∫ f |ρ_αβ|² = ½ ∫ (f/2) m_x².

The second derivative with respect to m_x is thus f/2.

As a numerical point, take ρ_α = 0.20 and ρ_β = 0.10 bohr⁻³ with Slater exchange and VWN correlation. The potentials are −0.78335 and −0.66170 hartree, so

f = (−0.78335 + 0.66170)/0.10 ≈ −1.217 hartree bohr³.

Second differences of the energy, taken from the eigenvalues of the 2×2 matrix, give the same value. This was tested for real and complex ρ_αβ.

Q. Your denominator vanishes where the spin densities are equal. Is the formula not useless there?

A. Not for a local functional. Expand v_α − v_β about ρ_α = ρ_β = n/2. The densities change by +m/2 and −m/2. Writing f_στ = ∂v_σ/∂ρ_τ, we have

v_α − v_β = (m/2)[(f_αα − f_αβ) − (f_βα − f_ββ)] + …

At m = 0 spin symmetry gives f_αα = f_ββ, and f_αβ = f_βα holds in any case. Hence

f → f_αα − f_αβ.

At n = 0.30 bohr⁻³ both sides are −1.1929 hartree bohr³.

Local exchange alone shows the cancellation in closed form. Its potential is v_σ = −A ρ_σ^(1/3) with A = (6/π)^(1/3). Setting u = ρ_α^(1/3) and w = ρ_β^(1/3),

f_x = −A (u − w)/(u³ − w³) = −A/(u² + uw + w²).

This is finite at u = w ≠ 0 and negative throughout: the term ∫ f_x|ρ_αβ|² never raises the energy, although the sign of a single off-diagonal element depends on the orbital phases. For full polarization, w = 0, it becomes −A ρ_α^(−2/3).

Q. And gradient functionals? There v_σ contains derivatives of the densities.

A. The derivation used δE_sl = ∫ (δE_sl/δs) δs, which holds for them as well if v_σ is the full functional derivative, gradient terms included. Take a radial PBE model without a node in m, with ρ_α = 0.4e^(−1.4r), ρ_β = 0.2e^(−1.8r) and a tilt m_x = 0.1 t e^(−2(r − 1.5)²). The coefficient of t² in the energy is −0.29158 hartree from direct differences and −0.29157 hartree from the ratio.

A node is another matter. For a local functional, v_α − v_β vanishes with m. With gradients it can survive, since ∇m need not vanish where m does. In a second radial PBE model with a node at 1.155 bohr, the difference there is −0.0017 hartree, and f diverges. The expansion of s needed m_⊥ much smaller than |m_z|, which fails close to the node. A local functional escapes this: its energy density is even in s by spin symmetry, hence a smooth function of s² = m_z² + 4|ρ_αβ|², and its derivative with respect to s² is f/4 even at m_z = 0. A gradient functional also contains ∇s, which is not smooth there. With the same tilt in the node model, the PBE energy change divided by t² is 0.05, 0.40 and 1.11 hartree at t = 0.02, 0.01 and 0.005. It keeps growing, so no t² coefficient exists, whereas Slater plus VWN gives −0.252 hartree at every t. Such nodes are common: the triplet water below has regions of negative m. The ratio for gradient functionals is therefore a result for regions with m ≠ 0.

Q. How would I see, in a molecule, that the extra term is needed?

A. Rotate all spins together. A small rotation sends α → α + θβ and β → β − θα. Projected on the virtual orbitals, its amplitudes per θ are

x_ia = ⟨ψ_a|φ_i⟩,  y_jb = −⟨φ_b|ψ_j⟩.

Call this vector z₀. Its density matrix is

γ_αβ = P_α(1 − P_β) − (1 − P_α)P_β = P_α − P_β,

so ρ_αβ = ρ_α − ρ_β = m. If the energy is rotationally invariant, the rotated determinant is again stationary. The energy gradient there is 2θ M z₀ to first order in θ, hence

M z₀ = 0.

There must be a root at ω = 0: the same multiplet with S_z lowered by one.

Q. And the collinear functional misses it?

A. Its matrix is M without the f term. Using M z₀ = 0 and ρ_αβ = m,

z₀ᵀ M_col z₀ = −∫ f m² = −∫ (v_α − v_β) m.

For the norm, let Ω = Σ_ij ⟨φ_i|ψ_j⟩². Then Σx² = N_α − Ω and Σy² = N_β − Ω, so z₀ᵀηz₀ = N_α − N_β. The false cost of the rotation per flipped spin is

C = −∫ (v_α − v_β) m / (N_α − N_β).

In pure Hartree-Fock there is no v_σ, and C = 0. The Fock energy contains the complete spin matrix and is rotationally invariant by itself.

Q. Show me numbers for a real molecule.

A. Take triplet H₂O with O–H 0.96 Å, angle 104.5° and the 6-31G basis, so N_α = 6 and N_β = 4. The functional is c Fock + (1 − c) Slater exchange + VWN correlation (the VWN5 form, as everywhere here). The root closest to zero and the false cost, in eV, are:

c = 0: collinear 1.53, noncollinear 0.00, C = 2.37
c = 0.25: collinear 0.99, noncollinear 0.00, C = 1.57
c = 0.50: collinear 0.40, noncollinear 0.00, C = 0.74
Hartree-Fock: 0.00 without any f, C = 0.00

At c = 0, N_α − N_β = 2 gives −∫(v_α − v_β)m = 2 × 2.37 = 4.74 eV. C is z₀ᵀ M_col z₀ divided by z₀ᵀηz₀, not a root, so it need not equal the collinear energy beside it. Nor is that collinear root simply the displaced rotation: its normalized squared η-overlap with z₀ is only 0.50, 0.58 and 0.69 at c = 0, 0.25 and 0.50. The collinear numbers depend strongly on the basis. In 6-31++G** the three roots are 0.96, 0.51 and 0.01 eV and C is 2.11, 1.37 and 0.60 eV, while the noncollinear root stays at zero. A collinear root near zero, as at c = 0.50 there, is thus no proof of rotational invariance. The Hartree-Fock line has no correlation and is not the c = 1 member of the series. That member keeps only correlation in v_σ and has C ≈ −0.95 eV, so the false cost can have either sign.

Q. Does the coupling itself follow your rule, or just the zero root?

A. Take two flips among the singly occupied orbitals, with phases chosen so that ⟨φ_i|ψ_a⟩ > 0 in each pair. At c = 0 their gaps are 3.10 and 1.53 eV. The collinear coupling, obtained from energies of explicitly rotated determinants, is zero; the noncollinear one is −0.295 eV.

At c = 0.5 the Fock part is −0.184 eV and the f part −0.089 eV:

−0.184 − 0.089 = −0.273 eV,

which agrees with the energy differences. The gaps are now 12.27 and 5.32 eV, before the diagonal Fock term −c(ii|aa) lowers them. At c = 0 the collinear roots are the gaps themselves: the flip at 1.53 eV is the second root, and the one at 3.10 eV lies just above the third, 3.05 eV, which is the gap of another pair. The numerical output lists these values and the three lowest roots of each case.

Q. Then the noncollinear kernel must also improve the singlet ground state reached from the triplet.

A. Not in every case here. Compare the lowest root with the self-consistent singlet energy minus the triplet energy, in the same functional and basis:

c = 0: −8.55 collinear, −8.86 noncollinear, −7.79 self-consistent, in eV
c = 0.25: −8.04, −8.26, −7.78
c = 0.50: −7.60, −7.73, −7.76

At c = 0.50 the deviation shrinks from 0.16 to 0.04 eV. At c = 0 it grows from 0.76 to 1.07 eV. Restoring spin rotation fixes the zero root; it does not guarantee the other energies. The self-consistent difference is itself an approximation, and this basis has no diffuse functions, so none of these numbers predicts the measured spectrum. In 6-31++G** the tabulated energies move by 0.2 to 0.7 eV; the deviation then shrinks from 0.20 to 0.12 eV at c = 0.50 and grows from 1.07 to 1.29 eV at c = 0. The directions survive, the sizes do not.

Q. May I drop y, as in the Tamm-Dancoff approximation, and keep the zero?

A. In general only approximately. Split M into blocks A (x with x) and B (x with y). The x part of M z₀ = 0 reads

A x₀ = −B y₀.

The truncated problem A x = ω x therefore has x₀ as a zero mode if B y₀ = 0. That is assured when y₀ = 0, that is, when every occupied β orbital lies within the occupied α space.

The size of y₀ measures spin contamination. The operator S₊ turns β into α, and the squared norm of S₊ acting on the determinant is Σ_j ⟨ψ_j|(1 − P_α)|ψ_j⟩ = Σy₀². Since S² = S₋S₊ + S_z(S_z + 1) and S_z = 1,

⟨S²⟩ = 2 + Σy₀².

At c = 0.50, ⟨S²⟩ = 2.0014 and the truncated root is 0.030 eV (2.0025 and 0.051 eV in 6-31++G**). In Hartree-Fock, ⟨S²⟩ = 2.0038 and it is 0.074 eV. With y retained, both vanish to numerical accuracy.

Computed results

```
Local point rho_a, rho_b: 0.20, 0.10 bohr^-3
v_a, v_b there: -0.78335, -0.66170 hartree
f from ratio: -1.21652 hartree bohr^3
f from energy differences: -1.21652 hartree bohr^3
Small-m ratio, limit (n=0.30): -1.19290, -1.19290 hartree bohr^3
PBE model, second-order energy, direct: -0.291577 hartree
PBE model, second-order energy, ratio: -0.291574 hartree
PBE v_a-v_b at a node of m (r=1.155 bohr): -0.00166 hartree
H2O: O-H 0.96 angstrom, angle 104.5 degree, 6-31G, triplet reference
Basis functions, N_alpha, N_beta: 13, 6, 4
[Hartree-Fock] <S^2> of reference: 2.0038
  collinear roots: -5.882, 0.000, 0.736 eV
  noncollinear roots: -5.882, 0.000, 0.736 eV
  zero mode, full / Tamm-Dancoff: 1.7e-07 / 0.0737 eV
  false rotation cost, collinear: 0.0000 eV
  E(singlet)-E(triplet), self-consistent: -6.983 eV
  largest imaginary part of any root: 0.0e+00 eV
[c=0.50] <S^2> of reference: 2.0014
  collinear roots: -7.600, 0.396, 1.459 eV
  noncollinear roots: -7.726, 0.000, 0.599 eV
  zero mode, full / Tamm-Dancoff: 2.0e-09 / 0.0298 eV
  false rotation cost, collinear: 0.7437 eV
  E(singlet)-E(triplet), self-consistent: -7.763 eV
  largest imaginary part of any root: 0.0e+00 eV
  two-pair gaps: 12.269, 5.322 eV
  coupling, Fock / kernel part: -0.1843 / -0.0892 eV
  coupling from energies, col / noncol: -0.1843 / -0.2734 eV
[c=0.25] <S^2> of reference: 2.0009
  collinear roots: -8.035, 0.988, 2.285 eV
  noncollinear roots: -8.262, 0.000, 0.579 eV
  zero mode, full / Tamm-Dancoff: 5.3e-09 / 0.0183 eV
  false rotation cost, collinear: 1.5660 eV
  E(singlet)-E(triplet), self-consistent: -7.777 eV
  largest imaginary part of any root: 0.0e+00 eV
[c=0.00] <S^2> of reference: 2.0006
  collinear roots: -8.548, 1.527, 3.048 eV
  noncollinear roots: -8.859, 0.000, 0.561 eV
  zero mode, full / Tamm-Dancoff: 2.2e-11 / 0.0102 eV
  false rotation cost, collinear: 2.3701 eV
  E(singlet)-E(triplet), self-consistent: -7.792 eV
  largest imaginary part of any root: 0.0e+00 eV
  two-pair gaps: 3.104, 1.527 eV
  coupling, Fock / kernel part: -0.0000 / -0.2953 eV
  coupling from energies, col / noncol: 0.0000 / -0.2953 eV
```
